# Charge-transfer excitations from the Bethe-Salpeter equation and from local kernels

## Problem

A donor D and an acceptor A are neutral, closed-shell molecules in vacuum. Their centres are a distance $R$ apart, much larger than either molecule. Orbital $i$ is the highest occupied orbital of D and $a$ is the lowest empty orbital of A. Both are localized, bound and non-degenerate. The excitation of interest moves an electron from $i$ to $a$ and leaves the pair in a singlet state.

Gaussian units are used, so $v(\mathbf r,\mathbf r')=e^2/|\mathbf r-\mathbf r'|$. Orbitals are real, and

$$(pq|K|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\,K(\mathbf r,\mathbf r')\,\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r' .$$

Indices $i,j$ denote occupied orbitals and $a,b$ empty ones.

1. Derive the singlet eigenvalue equations for (i) the Bethe-Salpeter equation (BSE) with a static screened interaction $W$, and (ii) density-functional response with an adiabatic local kernel $f_{xc}(\mathbf r,\mathbf r')=f(n(\mathbf r))\,\delta(\mathbf r-\mathbf r')$.
2. Find the BSE charge-transfer energy through order $1/R$, in terms of the donor's ionization energy $IP_D$ and the acceptor's electron affinity $EA_A$.
3. Find the corresponding energy for the local kernel. The exchange kernel of the local-density approximation (LDA) diverges at low density. Does this change the answer?
4. Ethylene and planar BH₃ lie in parallel planes, with $\mathbf R$ perpendicular to both. In a model specified in the solution, $IP_D=10.14$ eV, $EA_A=-1.68$ eV, and the LDA orbital-energy difference of the separate molecules is 3.32 eV. Predict both excitation energies at 10 and 20 Å, with $e^2=14.40$ eV Å.

## Hints

- Both equations in part 1 follow from the linear response of a one-particle density matrix. They differ in how the one-particle Hamiltonian responds.
- In each matrix element, ask which orbital products join the two molecules and which stay on one of them.
- A constant potential does not polarize a molecule with a fixed number of electrons.
- For part 3, the total density is at least the density of the two electrons in orbital $i$.

## Solution

### 1. The two response problems

Let $\gamma$ be the density matrix for one spin, obeying $i\hbar\,\dot\gamma=[h,\gamma]$. In the ground state $h$ has eigenvalues $\varepsilon_p$ and $\gamma$ has occupations $f_p=1$ or $0$. A free oscillation $\delta\gamma\propto e^{-i\omega t}$ obeys, to first order,

$$\hbar\omega\,\delta\gamma_{pq}=(\varepsilon_p-\varepsilon_q)\,\delta\gamma_{pq}+(f_q-f_p)\,\delta h_{pq}.$$

Only occupied-empty elements are driven. With $X_{ia}=\delta\gamma_{ai}$ and $Y_{ia}=\delta\gamma_{ia}$,

$$\hbar\omega X_{ia}=(\varepsilon_a-\varepsilon_i)X_{ia}+\delta h_{ai},\qquad -\hbar\omega Y_{ia}=(\varepsilon_a-\varepsilon_i)Y_{ia}+\delta h_{ia}.$$

**BSE.** The static BSE has this form when the $\varepsilon_p$ are quasiparticle energies and the change of $W$ itself during the excitation is neglected. Then

$$\delta h(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r')\int v(\mathbf r,\mathbf r'')\,\delta n(\mathbf r'')\,d\mathbf r''-W(\mathbf r,\mathbf r')\,\delta\gamma(\mathbf r,\mathbf r').$$

In a singlet both spins have the same $\delta\gamma$. The Hartree term sums over both spins and acquires a factor 2. The $W$ term acts within one spin and does not. Inserting $\delta\gamma(\mathbf r,\mathbf r')=\sum_{rs}\delta\gamma_{rs}\phi_r(\mathbf r)\phi_s(\mathbf r')$ gives

$$AX+BY=\hbar\omega X,\qquad BX+AY=-\hbar\omega Y,$$

$$A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|v|jb)-(ij|W|ab),$$

$$B_{ia,jb}=2(ia|v|jb)-(ib|W|ja).$$

**Local kernel.** Here the $\varepsilon_p$ are Kohn-Sham energies, and $\delta h$ is the local potential $\int(v+f_{xc})\,\delta n\,d\mathbf r''$. Define $K_{ia,jb}=(ia|v+f_{xc}|jb)$. The spin sum gives

$$A=\Delta+2K,\qquad B=2K,$$

where $\Delta$ is the diagonal matrix of orbital-energy differences. No term corresponds to $-(ij|W|ab)$.

### 2. The Bethe-Salpeter energy

**Orbital energies.** The poles of the one-particle Green's function are energies for removing or adding an electron. For the isolated molecules, $\varepsilon_i=-IP_D$ and $\varepsilon_a=-EA_A$. In the pair, the charge left on one molecule sees a neutral partner. A permanent dipole on the partner shifts the level by $O(R^{-2})$, a quadrupole by $O(R^{-3})$, and induced polarization by $O(R^{-4})$. Hence

$$\varepsilon_a-\varepsilon_i=IP_D-EA_A+O(R^{-2}).$$

These are the $IP$ and $EA$ of the Green's function in use. An approximate Green's function gives approximate values.

**Terms with $\phi_i\phi_a$.** Let $r_D$ and $r_A$ be distances from the two centres. Bound orbitals decay as $e^{-\kappa_D r_D}$ and $e^{-\kappa_A r_A}$, apart from powers. Since $r_D+r_A\ge R$, their product is at most of order $e^{-\kappa R}$, where $\kappa$ is the smaller decay constant. All elements $(ia|v|jb)$ in the charge-transfer row are therefore exponentially small.

**The direct term.** Put $\mathbf r=\mathbf x$ near D and $\mathbf r'=\mathbf R+\mathbf y$ near A. Expansion of the bare interaction gives

$$\frac{e^2}{|\mathbf R+\mathbf y-\mathbf x|}=\frac{e^2}{R}+\frac{e^2(\mathbf x-\mathbf y)\cdot\hat{\mathbf R}}{R^2}+O(R^{-3}).$$

Because $\phi_i^2$ and $\phi_a^2$ each integrate to one, the first term contributes $e^2/R$ to $(ii|v|aa)$.

Screening adds $v\chi v$, where $\chi$ is the static density response. On D, the potential energy due to the distribution $\phi_a^2$ is $e^2/R$ plus a part of order $R^{-2}$ that varies over the molecule. The constant part induces nothing, since $\int\chi_D(\mathbf r,\mathbf r')\,d\mathbf r'=0$. The varying part induces a density of order $R^{-2}$, which acts on $\phi_i^2$ at molecular distances. The same argument holds on A. Response that passes from one molecule to the other involves two neutral induced densities and is $O(R^{-3})$. Thus

$$(ii|W|aa)=\frac{e^2}{R}+O(R^{-2}).$$

Screening may be strong inside each molecule and still leave the $1/R$ coefficient unchanged.

**The other matrix elements.** Three kinds of coupling remain.

- Coupling to an excitation within one molecule always contains a product of orbitals on different molecules, so it is exponentially small.
- Coupling to another D-to-A configuration is $-(ij|W|ab)$. Orthogonality reduces its leading part to $-\delta_{ij}\delta_{ab}\,e^2/R$. The off-diagonal remainder is $O(R^{-2})$ and changes a non-degenerate energy by $O(R^{-4})$.
- $B$ couples $i\to a$ to reverse transfers $j\to b$, with $j$ on A and $b$ on D. In $(ib|W|ja)$ the products $\phi_i\phi_b$ and $\phi_j\phi_a$ each stay on one molecule and have zero total charge. They interact as dipoles, $O(R^{-3})$, and this changes the energy by $O(R^{-6})$.

The diagonal element therefore gives

$$\boxed{\hbar\omega_{CT}=IP_D-EA_A-\frac{e^2}{R}+O(R^{-2})}$$

The last term is the attraction between the electron on A and the hole on D, and it comes from $-W$.

If each isolated molecule has a mirror plane perpendicular to $\mathbf R$, dipoles along $\mathbf R$ vanish. A field along $\mathbf R$ then induces a density odd under reflection, whose interaction with the even densities $\phi_i^2$ or $\phi_a^2$ is zero. The remainder becomes $O(R^{-3})$.

### 3. The local kernel

Every element of $K$ in the charge-transfer row contains $\phi_i\phi_a$. To see the effect of the diagonal element, keep one pair with $\Delta_{ia}=\varepsilon_a^{KS}-\varepsilon_i^{KS}$. Adding and subtracting the two response equations gives

$$(\Delta_{ia}+4K_{ia,ia})(X+Y)=\hbar\omega(X-Y),\qquad \Delta_{ia}(X-Y)=\hbar\omega(X+Y).$$

Eliminating $X-Y$,

$$(\hbar\omega)^2=\Delta_{ia}(\Delta_{ia}+4K_{ia,ia}),\qquad \hbar\omega\simeq\Delta_{ia}+2K_{ia,ia}.$$

The correction vanishes with the overlap, provided $f$ does not diverge fast enough to compensate.

For LDA exchange, $v_x=-e^2(3n/\pi)^{1/3}$, so

$$f_x=\frac{dv_x}{dn}=-\frac{e^2}{3}\left(\frac3\pi\right)^{1/3}n^{-2/3}.$$

Two electrons occupy orbital $i$, hence $n\ge2\phi_i^2$ and $n^{-2/3}\le2^{-2/3}|\phi_i|^{-4/3}$. It follows that

$$|(ia|f_x|ia)|\le\frac{e^2}{3}\left(\frac3\pi\right)^{1/3}2^{-2/3}\int|\phi_i|^{2/3}\phi_a^2\,d\mathbf r .$$

One factor is exponentially small wherever the other is not. In the pair, $\phi_i$ also has an exponentially small tail on A. The power $2/3$ slows the decay of its contribution but leaves it exponential. Off-diagonal elements obey the Cauchy-Schwarz inequality

$$|(ia|f_x|jb)|^2\le|(ia|f_x|ia)|\,|(jb|f_x|jb)|,$$

so they vanish too. A correlation kernel diverging no faster than $n^{-2/3}$ obeys the same argument with another constant. Therefore

$$\boxed{\hbar\omega_{CT}^{\,local}=\varepsilon_a^{KS}-\varepsilon_i^{KS}+\text{exponentially small terms}}$$

There is no $-e^2/R$. The Kohn-Sham difference is also not $IP_D-EA_A$ in general. The argument does not exclude a more strongly divergent kernel that keeps a finite effect as the overlap vanishes.

### 4. Ethylene and BH₃

Both molecules have a mirror plane perpendicular to $\mathbf R$, which is sufficient for an $O(R^{-3})$ remainder. The BSE prediction is

$$10.14-(-1.68)-\frac{14.40}{10}=11.82-1.44=10.38\ \text{eV}$$

at 10 Å, and $11.82-0.72=11.10$ eV at 20 Å. The local-kernel prediction is 3.32 eV at both distances, apart from small electrostatic shifts of the orbital energies.

The model uses the 6-31G basis and fixed planar geometries, with a C-C distance of 1.33 Å and B-H distances of 1.19 Å. Quasiparticle energies come from a one-shot $GW$ calculation on Hartree-Fock orbitals, with $W$ in the random-phase approximation. All occupied levels receive the correction of the highest occupied one, and all empty levels that of the lowest empty one. Diagonalizing the full BSE for the pair gives, in eV:

| $R$ (Å) | $\varepsilon_a-\varepsilon_i$ | $(ii\vert W\vert aa)$ | BSE energy | $IP_D-EA_A-e^2/R$ |
|---|---|---|---|---|
| 10 | 11.836 | 1.448 | 10.386 | 10.379 |
| 20 | 11.821 | 0.721 | 11.100 | 11.099 |
| 40 | 11.820 | 0.360 | 11.459 | 11.459 |

Before rounding, the last two columns differ by 7.0, 1.0 and 0.13 meV. Each doubling of $R$ reduces the difference by a factor of about 7 to 8, close to the factor 8 of an $R^{-3}$ law. These small differences test the asymptotic law inside the model, not the model's accuracy.

Screening lowers the self-repulsion $(ii|W|ii)$ of the ethylene orbital from 12.14 to 10.33 eV, or by 15% of the bare value in this basis (about 18% in cc-pVTZ). Between the molecules at 10 Å, $W$ differs from $e^2/R$ by only 0.008 eV. Deleting the $W$ term from the BSE at this distance gives 11.836 eV, the quasiparticle gap, so the attraction has disappeared.

Exchange-only LDA with its adiabatic kernel gives 3.337 eV at 10 Å and 3.324 eV at 20 Å. Each equals the pair's own orbital-energy difference to the digits shown. From 10 to 20 Å the BSE energy rises by 0.714 eV, close to the Coulomb value $1.440-0.720=0.720$ eV. The local-kernel energy falls by 0.013 eV.

At shorter range the kernel still acts. At 4 Å, $(ia|v|ia)=0.14$ eV and $(ia|f_x|ia)=-0.027$ eV. At 6 Å they are $1.9\times10^{-4}$ and $-5.2\times10^{-5}$ eV, and at 10 Å both are below $10^{-13}$ eV in magnitude. This decay is faster than that of true orbitals, because the basis functions have Gaussian tails.

The negative $EA_A$ means that BH₃ does not bind an extra electron in this calculation. The basis, which has no diffuse functions, keeps the orbital localized and makes the example well defined. The charge-transfer energies in the table lie above $IP_D$, so they are discrete only because the basis is finite. The inputs are also not converged in the basis: with cc-pVTZ the same scheme gives $IP_D\approx10.7$ eV and $EA_A\approx-0.7$ eV, which lowers $IP_D-EA_A$ by about 0.4 eV. The absolute energies are therefore not predictions for experiment. The gap of several eV between the two methods comes from their different orbital energies, 11.82 eV against 3.32 eV. The $-e^2/R$ term acts in the opposite direction: it lowers the BSE energy and narrows the gap.

## Variation 1: a polarizable medium

*The molecules sit in spherical cavities of radii $a_D$ and $a_A$, in a medium of static electronic dielectric constant $\epsilon$. How does the BSE energy change for $R\gg a_D,a_A$?*

Treat each ion as a charge at the centre of its cavity. Outside a cavity of radius $a$ the field is $e/(\epsilon r^2)$, with energy

$$\frac{\epsilon}{8\pi}\int_a^\infty\frac{e^2}{\epsilon^2r^4}\,4\pi r^2\,dr=\frac{e^2}{2\epsilon a}.$$

In vacuum it is $e^2/2a$. Charging either molecule thus costs less by $(e^2/2a)(1-1/\epsilon)$, which lowers $IP_D$ and raises $EA_A$. The interaction between the distant charges becomes $W\simeq e^2/(\epsilon R)$. Hence

$$\hbar\omega_{CT}\simeq IP_D-EA_A-\frac{e^2}{2}\left(1-\frac1\epsilon\right)\left(\frac1{a_D}+\frac1{a_A}\right)-\frac{e^2}{\epsilon R},$$

where $IP_D$ and $EA_A$ are vacuum values. The unscreened coefficient in part 2 required finite molecules in vacuum. An extended medium can move screening charge to infinity. For $\epsilon=1$ the earlier result returns.

## Variation 2: adding nonlocal exchange

*A hybrid functional replaces a fraction $c$ of local exchange by Hartree-Fock exchange. What is its charge-transfer energy? What if the exchange interaction is $v$ multiplied by $c+(1-c)\,\mathrm{erf}(\mu|\mathbf r-\mathbf r'|)$?*

The nonlocal exchange operator responds to $\delta\gamma(\mathbf r,\mathbf r')$ as the $W$ term did, with $W$ replaced by $cv$. The matrix $A$ gains $-c(ij|v|ab)$, so

$$\hbar\omega_{CT}=\varepsilon_a-\varepsilon_i-\frac{ce^2}{R}+O(R^{-2}),$$

with the orbital energies of the hybrid calculation. The case $c=0$ is the local result, and $c=1$ gives the full attraction.

For the range-separated interaction, the fraction at distance $R$ is $c+(1-c)\,\mathrm{erf}(\mu R)$. It tends to one for $\mu R\gg1$, so the attraction tends to $e^2/R$ for any $c$. This fixes the distance dependence. The limit at infinite separation still depends on how well $\varepsilon_a-\varepsilon_i$ represents $IP_D-EA_A$.
